# The Holtsmark field distribution and the quadratic Stark lineshape of donors: a numerical check

```python
# Result under test: independent random charges of density n give a field
# magnitude F with density H(F/F0)/F0, F0 = 2 pi (4/15)^(2/3) n^(2/3)
# (units e = 4 pi eps = 1), and a donor ground level lowered by
# s = alpha F^2/2, alpha = 9/2, has the lineshape
# P(x) = H(sqrt x)/(2 sqrt x), x = s/s0, s0 = alpha F0^2/2.
# H(b) = (2 b/pi) * integral_0^inf k sin(k b) exp(-k^1.5) dk.
# "Donor units" are atomic units scaled by effective mass and permittivity.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigvals
from scipy.optimize import brentq, minimize_scalar, linear_sum_assignment
from scipy.spatial.distance import cdist
from scipy.special import roots_laguerre, eval_genlaguerre, gammaln, gamma
from sympy.physics.hydrogen import R_nl
from pyscf import gto

rng = np.random.default_rng(12345)
pi = np.pi
field_coef = 2 * pi * (4 / 15) ** (2 / 3)

# ---- exponent of the characteristic function, from its definition (n=k=1)
def exponent_integrand(r):
    return 4 * pi * r**2 * (1 - r**2 * np.sin(1 / r**2))

inner = 4 * pi * 0.1**3 / 3          # oscillating part below r=0.1 negligible
middle = (quad(exponent_integrand, 0.1, 1, limit=1000)[0]
          + quad(exponent_integrand, 1, 100, limit=1000)[0])
outer = 4 * pi / (6 * 100)           # leading expansion beyond r=100
exponent_numeric = inner + middle + outer
assert abs(exponent_numeric / field_coef**1.5 - 1) < 1e-5

# ---- Holtsmark function on a rotated contour, where the integrand decays
gl_x, gl_w = np.polynomial.legendre.leggauss(400)
u_nodes = 2 * (gl_x + 1)
phase = np.exp(1j * pi / 6)
k_nodes = u_nodes**2 * phase
k_weights = 2 * gl_w * 2 * u_nodes * phase * k_nodes * np.exp(-k_nodes**1.5)

def holtsmark(b):
    b = np.atleast_1d(np.asarray(b, float))
    return 2 * b / pi * (np.exp(1j * np.outer(b, k_nodes)) @ k_weights).imag

y_nodes, y_weights = (gl_x + 1) / 2, gl_w / 2

def moment(b, power=0):
    """Integral of beta^power H(beta) from 0 to b."""
    beta = b * y_nodes**2
    return np.sum(y_weights * 2 * b * y_nodes * beta**power * holtsmark(beta))

for b in (0.5, 1.6, 5.0):
    direct = quad(lambda k: k * np.exp(-k**1.5), 0, 14, weight='sin',
                  wvar=b, limit=300)[0] * 2 * b / pi
    assert abs(direct - holtsmark(b)[0]) < 1e-7
tail_coef = 15 / (4 * np.sqrt(2 * pi))
assert abs(holtsmark(0.02)[0] / (4 * 0.02**2 / (3 * pi)) - 1) < 1e-3
assert abs(holtsmark(400)[0] / (tail_coef * 400**-2.5) - 1) < 2e-3
assert abs(moment(400) + 2 / 3 * tail_coef * 400**-1.5 - 1) < 1e-4
mean_beta = 4 / pi * gamma(1 / 3)
# the mean needs the analytic tail; its next term is below the tolerance
assert abs(moment(400, 1) + 2 * tail_coef * 400**-0.5 - mean_beta) < 2e-3
growth = moment(400, 2) - moment(100, 2)
assert abs(growth / (2 * tail_coef * (20 - 10)) - 1) < 0.01

mode_beta = minimize_scalar(lambda b: -holtsmark(b)[0], bounds=(0.5, 4),
                            method='bounded').x
median_beta = brentq(lambda b: moment(b) - 0.5, 0.5, 5)
beta90 = brentq(lambda b: moment(b) - 0.9, 2, 20)

# ---- Monte Carlo: Poisson charges ordered by distance, density 1
total_list, rest_list = [], []
for batch in range(10):
    shape = (10000, 200)
    radius = (3 * np.cumsum(rng.exponential(size=shape), axis=1)
              / (4 * pi)) ** (1 / 3)
    cosine = rng.uniform(-1, 1, shape)
    azimuth = rng.uniform(0, 2 * pi, shape)
    planar = np.sqrt(1 - cosine**2) / radius**2
    parts = (planar * np.cos(azimuth), planar * np.sin(azimuth),
             cosine / radius**2)
    # charges beyond the last one add a Gaussian field
    sigma = np.sqrt(4 * pi / (3 * radius[:, -1]))
    total = np.stack([p.sum(axis=1) for p in parts], axis=1)
    total += sigma[:, None] * rng.normal(size=(10000, 3))
    nearest = np.stack([p[:, 0] for p in parts], axis=1)
    total_list.append(np.linalg.norm(total, axis=1))
    rest_list.append(np.linalg.norm(total - nearest, axis=1))
beta_mc = np.concatenate(total_list) / field_coef
rest_ratio = np.concatenate(rest_list) / field_coef / beta_mc
check_points = np.linspace(0.3, 12, 30)
cdf_error = max(abs(np.mean(beta_mc < b) - moment(b)) for b in check_points)
assert cdf_error < 2 / np.sqrt(len(beta_mc))
rest_tail = np.median(rest_ratio[beta_mc > 15])
rest_typical = np.median(rest_ratio[(beta_mc > 1) & (beta_mc < 2)])
assert rest_tail < 0.2 and rest_typical > 0.4

# ---- first-order Stark function, checked symbolically
r = sp.symbols('r', positive=True)
first = -(r + r**2 / 2) * sp.exp(-r)
residual = (-(sp.diff(first, r, 2) + 2 * sp.diff(first, r) / r
              - 2 * first / r**2) / 2 - first / r + first / 2
            + r * sp.exp(-r))
assert sp.simplify(residual) == 0
second_order = sp.integrate(4 * r**2 * sp.exp(-r) * r * first, (r, 0, sp.oo)) / 3
alpha = float(-2 * second_order)
linear_coef = abs(float(sp.integrate(R_nl(2, 0, r, 1) * R_nl(2, 1, r, 1) * r**3,
                                     (r, 0, sp.oo)) / sp.sqrt(3)))
assert abs(linear_coef - 3) < 1e-12

# ---- donor Hamiltonian in an orthonormal Laguerre basis
l_count, n_count = 9, 18
lag_x, lag_w = roots_laguerre(60)
grid_r = lag_x / 2
radial, slope = [], []
for l in range(l_count):
    f_rows, d_rows = [], []
    for m in range(n_count):
        norm = np.exp(0.5 * (np.log(2) + gammaln(m + 1) - gammaln(m + 2*l + 3)))
        poly = eval_genlaguerre(m, 2*l + 2, lag_x)
        dpoly = -eval_genlaguerre(m - 1, 2*l + 3, lag_x) if m else 0 * lag_x
        f_rows.append(norm * lag_x**(l + 1) * poly)
        d_rows.append(2 * norm * lag_x**(l + 1)
                      * (((l + 1) / lag_x - 0.5) * poly + dpoly))
    radial.append(np.array(f_rows))
    slope.append(np.array(d_rows))
size = l_count * n_count
kinetic, coulomb, dipole = (np.zeros((size, size)) for _ in range(3))
half_w = lag_w / 2
for l in range(l_count):
    a = slice(l * n_count, (l + 1) * n_count)
    kinetic[a, a] = ((slope[l] * half_w) @ slope[l].T / 2
                     + (radial[l] * half_w * l*(l + 1) / (2*grid_r**2)) @ radial[l].T)
    coulomb[a, a] = -(radial[l] * half_w / grid_r) @ radial[l].T
    if l + 1 < l_count:
        c = slice((l + 1) * n_count, (l + 2) * n_count)
        angular = (l + 1) / np.sqrt((2*l + 1) * (2*l + 3))
        dipole[a, c] = angular * (radial[l] * half_w * grid_r) @ radial[l + 1].T
        dipole[c, a] = dipole[a, c].T

def multipole_polarisability(l):
    a = slice(l * n_count, (l + 1) * n_count)
    source = (radial[l] * half_w * grid_r**l) @ radial[0][0] / np.sqrt(2*l + 1)
    h = kinetic[a, a] + coulomb[a, a] + 0.5 * np.eye(n_count)
    return 2 * source @ np.linalg.solve(h, source)

assert abs(multipole_polarisability(1) - alpha) < 1e-8
alpha_quad = multipole_polarisability(2)

def resonance(field, angle=0.3):
    """Complex-scaled ground level; width is -2 times the imaginary part."""
    values = eigvals(kinetic * np.exp(-2j * angle) + coulomb * np.exp(-1j * angle)
                     + field * dipole * np.exp(1j * angle))
    return values[np.argmin(abs(values + 0.5 + alpha * field**2 / 2))]

# ---- example: rough regime of high-purity n-type GaAs
mass, permittivity, temperature, gap_eV = 0.07, 13.0, 4.0, 1.5
acceptors_cm3, donors_cm3 = 5e13, 1e14
charged_cm3 = 2 * acceptors_cm3      # acceptors plus equally many ionised donors
bohr_nm = const.physical_constants['Bohr radius'][0] * 1e9 * permittivity / mass
hartree_eV = (const.physical_constants['Hartree energy in eV'][0]
              * mass / permittivity**2)
field_unit = hartree_eV / (bohr_nm * 1e-7)          # V/cm
density = charged_cm3 * 1e-21 * bohr_nm**3          # donor units
F0 = field_coef * density ** (2 / 3)
s0 = alpha * F0**2 / 2
s0_ueV = s0 * hartree_eV * 1e6

# ---- lineshape and its test with non-perturbative donor energies
def lineshape(x):
    return holtsmark(np.sqrt(x)) / (2 * np.sqrt(x))

peak_x = minimize_scalar(lambda x: -lineshape(x)[0], bounds=(0.05, 6),
                         method='bounded', options={'xatol': 1e-8}).x
peak_height = lineshape(peak_x)[0]
half = lambda x: lineshape(x)[0] - peak_height / 2
x_low, x_high = brentq(half, 1e-4, peak_x), brentq(half, peak_x, 60)
median_x = median_beta**2

field_grid = np.linspace(0.003, 0.03, 8)
ratio_grid = np.array([(-0.5 - resonance(f).real) / f**2 for f in field_grid])
fields_mc = beta_mc * F0
x_mc = np.interp(fields_mc**2, field_grid**2, ratio_grid) * fields_mc**2 / s0
area_error = 0
for lo, hi in ((0.1, 1.0), (1.0, 3.0), (3.0, 9.0)):
    xs = lo + (hi - lo) * y_nodes
    area = np.sum(y_weights * (hi - lo) * lineshape(xs))
    area_error = max(area_error, abs(area - np.mean((x_mc > lo) & (x_mc < hi))))
assert area_error < 0.006            # about four sampling errors

# ---- neglected: higher-order Stark shift and field ionisation
def excess(beta):
    f = beta * F0
    return (-0.5 - resonance(f).real) / (alpha * f**2 / 2) - 1

strong_field = 0.1
strong = resonance(strong_field)
width = -2 * strong.imag
assert abs(-2 * resonance(strong_field, 0.4).imag / width - 1) < 0.01
strong_beta = strong_field / F0
strong_fraction = 1 - moment(strong_beta)
cut_mean = moment(strong_beta, 2)

# ---- neglected: nonuniform field of the nearest charge
near_R = (3 * np.log(2) / (4 * pi * density)) ** (1 / 3)
quad_ratio = alpha_quad / (alpha * near_R**2)

# ---- neglected: tunnelling to an ionised donor, coupling (2/e) R exp(-R)
def coupling(R):
    return 2 / np.e * R * np.exp(-R)

def two_centre_coupling(R, with_d):
    basis = [[0, [0.025 * 2.4**i, 1.0]] for i in range(12)]
    basis += [[1, [0.05 * 2.4**i, 1.0]] for i in range(5)]
    if with_d:
        basis += [[2, [0.1 * 2.4**i, 1.0]] for i in range(3)]
    mol = gto.M(atom=[['H', (0, 0, 0)], ['H', (0, 0, R)]], unit='Bohr',
                charge=1, spin=1, basis={'H': basis}, verbose=0)
    h = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
    e = eigh(h, mol.intor('int1e_ovlp'), eigvals_only=True)
    return (e[1] - e[0]) / 2

pair_R = 7.0
coupling_sp = two_centre_coupling(pair_R, False)
coupling_spd = two_centre_coupling(pair_R, True)
basis_shift = coupling_spd / coupling_sp - 1
assert abs(basis_shift) < 0.03
assert abs(coupling(pair_R) / coupling_spd - 1) < 0.1
# levels on the two donors are detuned by roughly F0*R
tunnel_R = brentq(lambda R: coupling(R)**2 / (F0 * R) - alpha / (2 * R**4), 4, 12)
tunnel_fraction = 1 - np.exp(-4 * pi / 3 * density / 2 * tunnel_R**3)

# ---- neglected: charged donors pair with acceptors at low temperature
def ball(count, size_R):
    v = rng.normal(size=(count, 3))
    v /= np.linalg.norm(v, axis=1)[:, None]
    return v * size_R * rng.uniform(size=(count, 1)) ** (1 / 3)

acc_count = 60
don_count = round(acc_count * donors_cm3 / acceptors_cm3)
ball_R = (acc_count / (0.5 * 4 * pi / 3)) ** (1 / 3)   # charged density is 1
paired = []
for trial in range(3000):
    acc = ball(acc_count, ball_R)
    don = np.vstack([np.zeros(3), ball(don_count, ball_R)])
    chosen = linear_sum_assignment(-1 / cdist(acc, don))[1]
    if 0 in chosen:
        continue                      # the observed donor must be neutral
    plus = don[chosen]
    field = ((plus / np.linalg.norm(plus, axis=1)[:, None]**3).sum(axis=0)
             - (acc / np.linalg.norm(acc, axis=1)[:, None]**3).sum(axis=0))
    paired.append(np.linalg.norm(field))
pair_ratio = np.median(paired) / (field_coef * median_beta)
assert pair_ratio < 1

coulomb_meV = hartree_eV * 1e3 * density ** (1 / 3)
kT_meV = const.k * temperature / const.e * 1e3

def show(label, value, unit='', digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())

show("Exponent integral, n=k=1, numerical", exponent_numeric, digits=6)
show("Field coefficient F0/n^(2/3)", field_coef, digits=6)
show("Most probable beta", mode_beta)
show("Median beta", median_beta)
show("Mean beta", mean_beta)
show("90th percentile beta", beta90)
show("Large-beta coefficient of H", tail_coef)
show("Monte Carlo samples", len(beta_mc), digits=6)
show("Largest cumulative-probability difference", cdf_error, digits=2)
show("Median |F-Fnearest|/F for beta>15", rest_tail, digits=2)
show("Median |F-Fnearest|/F for 1<beta<2", rest_typical, digits=2)
show("Dipole polarisability", alpha, "donor a.u.")
show("Quadrupole polarisability", alpha_quad, "donor a.u.")
show("Effective mass", mass, "electron masses")
show("Relative permittivity", permittivity)
show("Acceptor density", acceptors_cm3, "cm^-3")
show("Donor density", donors_cm3, "cm^-3")
show("Charged-centre density n", charged_cm3, "cm^-3")
show("Donor Bohr radius", bohr_nm, "nm")
show("Donor binding energy", hartree_eV * 500, "meV")
show("Donor atomic field unit", field_unit, "V/cm")
show("Holtsmark field F0", F0 * field_unit, "V/cm")
show("F0 in donor units", F0)
show("Median field", median_beta * F0 * field_unit, "V/cm")
show("Shift scale s0", s0_ueV, "ueV")
for x in (0.1, 1.0, 10.0, 100.0):
    show(f"Lineshape P(x) at x={x:g}", lineshape(x)[0])
show("Peak x", peak_x)
show("Peak height P(x)", peak_height)
show("Half-maximum x, small-shift side", x_low)
show("Half-maximum x, large-shift side", x_high)
show("Median x", median_x)
show("Peak downward shift", peak_x * s0_ueV, "ueV")
show("Median downward shift", median_x * s0_ueV, "ueV")
show("Full width at half maximum", (x_high - x_low) * s0_ueV, "ueV")
show("Largest lineshape-area difference", area_error, digits=2)
show("Excess over quadratic shift, median field", 100 * excess(median_beta), "%", 2)
show("Excess over quadratic shift, 90th percentile", 100 * excess(beta90), "%", 2)
show("Strong test field", strong_field * field_unit, "V/cm")
show("Ionisation width / level shift there", width / (-0.5 - strong.real), digits=3)
show("Donors beyond that field", 100 * strong_fraction, "%", 3)
show("Integral of x P(x) up to that field", cut_mean)
show("Median nearest-charge distance", near_R * bohr_nm, "nm")
show("Quadrupole/dipole shift at that distance", 100 * quad_ratio, "%", 2)
show("Two-centre coupling at R=7, spd basis", coupling_spd, "donor a.u.")
show("Asymptotic coupling at R=7", coupling(pair_R), "donor a.u.")
show("Coupling change on adding d functions", 100 * basis_shift, "%", 2)
show("Distance where tunnelling rivals Stark shift", tunnel_R * bohr_nm, "nm", 3)
show("Donors with an ionised donor inside it", 100 * tunnel_fraction, "%", 2)
show("Paired/random median field", pair_ratio, digits=2)
show("Coulomb energy at distance n^(-1/3)", coulomb_meV, "meV", 3)
show("Thermal energy at 4 K", kT_meV, "meV", 3)
show("Linear n=2 Stark shift at F0", linear_coef * F0 * hartree_eV * 1e6, "ueV", 3)
show("Donor density times Bohr radius cubed", donors_cm3*1e-21*bohr_nm**3, digits=2)
show("Binding energy / rough gap of 1.5 eV", 50 * hartree_eV / gap_eV, "%", 2)
print("PASS")
```

Output:

```
Exponent integral, n=k=1, numerical: 4.1999
Field coefficient F0/n^(2/3): 2.60311
Most probable beta: 1.608
Median beta: 2.148
Mean beta: 3.411
90th percentile beta: 5.333
Large-beta coefficient of H: 1.496
Monte Carlo samples: 100000
Largest cumulative-probability difference: 0.0031
Median |F-Fnearest|/F for beta>15: 0.085
Median |F-Fnearest|/F for 1<beta<2: 0.87
Dipole polarisability: 4.5 donor a.u.
Quadrupole polarisability: 15 donor a.u.
Effective mass: 0.07 electron masses
Relative permittivity: 13
Acceptor density: 5e+13 cm^-3
Donor density: 1e+14 cm^-3
Charged-centre density n: 1e+14 cm^-3
Donor Bohr radius: 9.828 nm
Donor binding energy: 5.635 meV
Donor atomic field unit: 1.147e+04 V/cm
Holtsmark field F0: 62.12 V/cm
F0 in donor units: 0.005416
Median field: 133.4 V/cm
Shift scale s0: 0.744 ueV
Lineshape P(x) at x=0.1: 0.06408
Lineshape P(x) at x=1: 0.1356
Lineshape P(x) at x=10: 0.02448
Lineshape P(x) at x=100: 0.0002781
Peak x: 1.169
Peak height P(x): 0.1363
Half-maximum x, small-shift side: 0.1147
Half-maximum x, large-shift side: 4.941
Median x: 4.613
Peak downward shift: 0.8699 ueV
Median downward shift: 3.432 ueV
Full width at half maximum: 3.591 ueV
Largest lineshape-area difference: 0.0027
Excess over quadratic shift, median field: 0.34 %
Excess over quadratic shift, 90th percentile: 2.2 %
Strong test field: 1147 V/cm
Ionisation width / level shift there: 0.53
Donors beyond that field: 1.3 %
Integral of x P(x) up to that field: 12.44
Median nearest-charge distance: 118.3 nm
Quadrupole/dipole shift at that distance: 2.3 %
Two-centre coupling at R=7, spd basis: 0.004656 donor a.u.
Asymptotic coupling at R=7: 0.004696 donor a.u.
Coupling change on adding d functions: 1.1 %
Distance where tunnelling rivals Stark shift: 65.1 nm
Donors with an ionised donor inside it: 5.6 %
Paired/random median field: 0.38
Coulomb energy at distance n^(-1/3): 0.514 meV
Thermal energy at 4 K: 0.345 meV
Linear n=2 Stark shift at F0: 183 ueV
Donor density times Bohr radius cubed: 9.5e-05
Binding energy / rough gap of 1.5 eV: 0.38 %
PASS
```
